# Why no magnetic energy reproduces a constant damping-like torque: test program

```python
# Result under test: the damping-like torque T = -gamma*BJ*m x (m x p), BJ constant,
# has effective field BJ*(m x p). Its circulation around a latitude circle at angle
# theta from p is -2*pi*BJ*sin(theta)^2 (counterclockwise about p), while the field
# of any single-valued energy has zero circulation. So no energy gives this torque.
# Symbols: m unit magnetization, p fixed unit vector (z axis), BJ torque strength in
# tesla, gamma gyromagnetic ratio, alpha Gilbert damping, Bd easy-plane field,
# Ms magnetization, V volume. Fields in tesla, time in ns inside the dynamics.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.special import jnp_zeros

p = np.array([0.0, 0.0, 1.0])
BJ = 5e-3
Bd = 1.0
alpha = 0.01
Ms = 1.0e6
diameter = 60e-9
thickness = 3e-9
current_density = 1.0e11
temperature = 300.0
gamma = const.physical_constants["electron gyromag. ratio"][0] * 1e-9  # rad/(ns T)
volume = np.pi * diameter**2 / 4 * thickness
moment = Ms * volume


def circle(axis, half_angle, n=4000):
    """Closed circle on the unit sphere, counterclockwise about axis."""
    axis = np.asarray(axis, float) / np.linalg.norm(axis)
    helper = np.array([1.0, 0, 0]) if abs(axis[0]) < 0.8 else np.array([0, 1.0, 0])
    e1 = np.cross(helper, axis)
    e1 /= np.linalg.norm(e1)
    e2 = np.cross(axis, e1)
    phi = np.linspace(0, 2 * np.pi, n + 1)[:, None]
    return (np.cos(half_angle) * axis
            + np.sin(half_angle) * (np.cos(phi) * e1 + np.sin(phi) * e2))


def circulation(field, path):
    """Line integral of field.dm as a sum over short chords."""
    middle = path[1:] + path[:-1]
    middle /= np.linalg.norm(middle, axis=1)[:, None]
    return np.sum(field(middle) * np.diff(path, axis=0))


def torque(m):
    return -gamma * BJ * np.cross(m, np.cross(m, p))


def field_from_torque(m):
    """Tangential field B that satisfies torque = -gamma m x B."""
    return np.cross(m, torque(m)) / gamma


def energy(m):
    x, y, z = m[:, 0], m[:, 1], m[:, 2]
    return 0.7 * z**2 - 0.3 * x * y + 0.2 * np.sin(3 * x) + np.exp(y * z)


def energy_field(m, h=1e-5):
    shifts = h * np.eye(3)
    return -np.stack([(energy(m + s) - energy(m - s)) / (2 * h) for s in shifts], axis=1)


# The reconstructed field gives back the torque and equals BJ m x p.
rng = np.random.default_rng(3)
samples = rng.normal(size=(50, 3))
samples /= np.linalg.norm(samples, axis=1)[:, None]
assert np.allclose(-gamma * np.cross(samples, field_from_torque(samples)), torque(samples))
assert np.allclose(field_from_torque(samples), BJ * np.cross(samples, p))

# Circulation on latitude circles; a part along m must not matter.
latitude_results = []
for degrees in (30, 60, 90, 130):
    theta = np.radians(degrees)
    loop = circle(p, theta)
    numeric = circulation(field_from_torque, loop)
    formula = -2 * np.pi * BJ * np.sin(theta)**2
    assert abs(numeric - formula) < 1e-5 * abs(formula)
    with_radial = circulation(
        lambda m: field_from_torque(m) + (1 + m[:, :1]**2) * m, loop)
    assert abs(with_radial - numeric) < 1e-9
    cap = 2 * np.pi * quad(lambda t: -2 * BJ * np.cos(t) * np.sin(t), 0, theta)[0]
    assert abs(cap - numeric) < 1e-5 * abs(formula)
    latitude_results.append((degrees, numeric, formula))

# Fields of an energy have no circulation, on centred and on tilted loops.
tilted = circle([0.5, -0.3, 0.6], 1.1)
energy_loops = [circulation(energy_field, loop) for loop in (circle(p, 1.0), tilted)]
assert max(abs(v) for v in energy_loops) < 1e-5
# The torque itself is a surface gradient: its circulation vanishes, the field's does not.
assert abs(circulation(torque, tilted)) < 1e-5 * gamma * BJ
assert abs(circulation(field_from_torque, tilted)) > 0.1 * BJ
tangential_p = p - samples * (samples @ p)[:, None]
assert np.allclose(torque(samples), gamma * BJ * tangential_p)

# Local curl from small loops: -2 BJ cos(theta).
small = 0.01
small_area = 2 * np.pi * (1 - np.cos(small))
curl_results = []
for degrees in (30, 60, 90):
    theta = np.radians(degrees)
    small_loop = circle([np.sin(theta), 0, np.cos(theta)], small)
    curl = circulation(field_from_torque, small_loop) / small_area
    assert abs(curl + 2 * BJ * np.cos(theta)) < 1e-3 * BJ
    curl_results.append((degrees, curl))


# Strength c/sin^2(theta): no local curl, but the loop around the pole still counts.
def singular_field(m):
    return BJ * np.cross(m, p) / (1 - m[:, 2:]**2)


off_pole = circle([np.sin(1.0), 0, np.cos(1.0)], small)
assert abs(circulation(singular_field, off_pole) / small_area) < 1e-3 * BJ
for theta in (0.5, 1.2):
    assert abs(circulation(singular_field, circle(p, theta)) + 2 * np.pi * BJ) < 1e-5 * BJ * 10


# Equation of motion with Gilbert damping, solved for dm/dt.
def rate(t, m, drive, axial_field, slope, in_plane):
    x, y, z = m
    strength = drive / (1 + slope * z)
    bx = in_plane * x + strength * y
    by = -strength * x
    bz = -Bd * z + axial_field
    cx, cy, cz = y * bz - z * by, z * bx - x * bz, x * by - y * bx
    dx, dy, dz = y * cz - z * cy, z * cx - x * cz, x * cy - y * cx
    k = -gamma / (1 + alpha**2)
    return [k * (cx + alpha * dx), k * (cy + alpha * dy), k * (cz + alpha * dz)]


end_time = 15.0
start = [np.sqrt(1 - 0.3**2), 0.0, 0.3]


def run(drive=BJ, axial_field=0.0, slope=0.0, in_plane=0.0):
    args = (drive, axial_field, slope, in_plane)
    solution = solve_ivp(rate, (0, end_time), start, method="DOP853", args=args,
                         rtol=1e-9, atol=1e-11, dense_output=True)
    assert solution.success
    final_speed = np.linalg.norm(rate(0, solution.y[:, -1], *args))
    return solution.sol, final_speed


def orbit(path):
    """Signed frequency (GHz) and cone angles (degrees) in the last 0.3 ns."""
    times = np.linspace(end_time - 0.3, end_time, 6001)
    m = path(times)
    phase = np.unwrap(np.arctan2(m[1], m[0]))
    angles = np.degrees(np.arccos(m[2]))
    return (phase[-1] - phase[0]) / (2 * np.pi * 0.3), angles


driven, driven_speed = run()
frequency, angles = orbit(driven)
cone = angles.mean()
cone_formula = np.degrees(np.arccos(BJ / (alpha * Bd)))
frequency_formula = gamma * BJ / (2 * np.pi * alpha)
assert np.ptp(angles) < 1e-2 and abs(cone - cone_formula) < 1e-2
assert frequency < 0 and abs(-frequency / frequency_formula - 1) < 1e-4

# Energy supplied and lost in one turn, taken from the computed trajectory.
times = np.linspace(end_time - 1 / abs(frequency), end_time, 4001)
turn = driven(times).T
work = moment * circulation(field_from_torque, turn)
steps = np.diff(turn, axis=0)
loss = moment * alpha / gamma * np.sum(steps**2) / (times[1] - times[0])
work_formula = moment * 2 * np.pi * BJ * np.sin(np.radians(cone_formula))**2
assert work > 0 and abs(work / work_formula - 1) < 1e-3
assert abs(loss / work - 1) < 1e-3

# Energy balance away from the steady state, during the early transient.
early = np.linspace(0, 0.5, 40001)
m_early = driven(early).T
energy_change = moment * Bd / 2 * (m_early[-1, 2]**2 - m_early[0, 2]**2)
early_steps = np.diff(m_early, axis=0)
early_work = moment * circulation(field_from_torque, m_early)
early_loss = moment * alpha / gamma * np.sum(early_steps**2) / (early[1] - early[0])
assert abs(energy_change - (early_work - early_loss)) < 1e-3 * early_work

# Control: the same strength as an ordinary field along p; motion must stop.
control, control_speed = run(drive=0.0, axial_field=BJ)
assert control_speed < 1e-5 * driven_speed

# Neglected effects for the same device.
slope, in_plane = 0.2, 2e-3
sloped_frequency, sloped_angles = orbit(run(slope=slope)[0])
planar_frequency, planar_angles = orbit(run(in_plane=in_plane)[0])
assert sloped_frequency < 0 and planar_frequency < 0
oersted = const.mu_0 * current_density * diameter / 4
thermal = const.k * temperature
thermal_spread = np.sqrt(thermal / (moment * Bd))
stiffness = 15e-12
wave_number = jnp_zeros(1, 1)[0] / (diameter / 2)
exchange_field = 2 * stiffness * wave_number**2 / Ms
spin_supply = const.hbar * current_density / (2 * const.e)
fraction = BJ * Ms * thickness / spin_supply
assert 0 < fraction < 1

eV = const.e
print(f"Input: disk diameter = {diameter*1e9:.0f} nm")
print(f"Input: disk thickness = {thickness*1e9:.0f} nm")
print(f"Input: magnetization Ms = {Ms/1e3:.0f} kA/m")
print(f"Input: easy-plane field Bd = {Bd:.1f} T")
print(f"Input: Gilbert damping alpha = {alpha:.2f}")
print(f"Input: torque strength BJ = {BJ*1e3:.1f} mT")
print(f"Input: current density = {current_density/1e10:.0f} MA/cm2")
print(f"Input: temperature = {temperature:.0f} K")
print(f"Gyromagnetic ratio = {gamma:.2f} rad/(ns T)")
print(f"Volume = {volume*1e27:.0f} nm3")
print(f"Moment Ms*V = {moment/eV:.2f} eV/T")
print(f"Fraction of hbar/2 delivered per electron = {fraction:.3f}")
for degrees, numeric, formula in latitude_results:
    print(f"Circulation at {degrees} deg: sum {numeric*1e3:.3f} mT, formula {formula*1e3:.3f} mT")
for degrees, curl in curl_results:
    print(f"Local curl at {degrees} deg = {curl*1e3 + 0.0:.2f} mT")
print(f"Largest circulation of test energy field = {max(map(abs, energy_loops)):.0e} (field scale 1)")
print(f"Driven orbit: cone angle = {cone:.2f} deg (formula {cone_formula:.2f} deg)")
print(f"Driven orbit: frequency = {abs(frequency):.2f} GHz (formula {frequency_formula:.2f} GHz)")
print(f"Largest BJ for an orbit, alpha*Bd = {alpha*Bd*1e3:.1f} mT")
print(f"Work by torque per turn = {work/eV:.3f} eV = {work*1e21:.1f} zJ")
print(f"Damping loss per turn = {loss/eV:.3f} eV")
print(f"Power supplied = {work*abs(frequency)*1e18:.2f} nW")
print(f"Control run: final speed / driven speed = {control_speed/driven_speed:.0e}")
print(f"Control run: final m_z = {control(end_time)[2]:.4f}")
print(f"Neglected: BJ/(1+{slope:.1f} m_z) gives cone angle {sloped_angles.mean():.2f} deg")
print(f"Neglected: BJ/(1+{slope:.1f} m_z) gives frequency {abs(sloped_frequency):.2f} GHz")
print(f"Neglected: in-plane anisotropy field {in_plane*1e3:.0f} mT, cone angle range "
      f"{planar_angles.min():.2f} to {planar_angles.max():.2f} deg")
print(f"Neglected: Oersted field at disk edge = {oersted*1e3:.2f} mT")
print(f"Neglected: thermal energy = {thermal/eV:.4f} eV, over work per turn = {thermal/work:.3f}")
print(f"Neglected: undriven thermal spread of m_z = {thermal_spread:.3f}")
print(f"Input: exchange stiffness = {stiffness*1e12:.0f} pJ/m")
print(f"Neglected: exchange field of first non-uniform mode = {exchange_field*1e3:.0f} mT")
print("success")
```

Printed output:

```
Input: disk diameter = 60 nm
Input: disk thickness = 3 nm
Input: magnetization Ms = 1000 kA/m
Input: easy-plane field Bd = 1.0 T
Input: Gilbert damping alpha = 0.01
Input: torque strength BJ = 5.0 mT
Input: current density = 10 MA/cm2
Input: temperature = 300 K
Gyromagnetic ratio = 176.09 rad/(ns T)
Volume = 8482 nm3
Moment Ms*V = 52.94 eV/T
Fraction of hbar/2 delivered per electron = 0.456
Circulation at 30 deg: sum -7.854 mT, formula -7.854 mT
Circulation at 60 deg: sum -23.562 mT, formula -23.562 mT
Circulation at 90 deg: sum -31.416 mT, formula -31.416 mT
Circulation at 130 deg: sum -18.436 mT, formula -18.436 mT
Local curl at 30 deg = -8.66 mT
Local curl at 60 deg = -5.00 mT
Local curl at 90 deg = 0.00 mT
Largest circulation of test energy field = 3e-12 (field scale 1)
Driven orbit: cone angle = 60.00 deg (formula 60.00 deg)
Driven orbit: frequency = 14.01 GHz (formula 14.01 GHz)
Largest BJ for an orbit, alpha*Bd = 10.0 mT
Work by torque per turn = 1.247 eV = 199.9 zJ
Damping loss per turn = 1.247 eV
Power supplied = 2.80 nW
Control run: final speed / driven speed = 2e-12
Control run: final m_z = 0.0050
Neglected: BJ/(1+0.2 m_z) gives cone angle 62.74 deg
Neglected: BJ/(1+0.2 m_z) gives frequency 12.84 GHz
Neglected: in-plane anisotropy field 2 mT, cone angle range 59.98 to 60.08 deg
Neglected: Oersted field at disk edge = 1.88 mT
Neglected: thermal energy = 0.0259 eV, over work per turn = 0.021
Neglected: undriven thermal spread of m_z = 0.022
Input: exchange stiffness = 15 pJ/m
Neglected: exchange field of first non-uniform mode = 113 mT
success
```
